# Threshold Detection of Single Electrons in an Electron-Multiplying CCD

## The problem

In an electron-multiplying CCD (EMCCD), the charge of each pixel passes through a long multiplication register before it reaches the output amplifier. At every stage of the register an electron has a small chance of freeing one more by impact ionization. The mean gain of the whole register is $G=1000$. The amplifier adds Gaussian read noise of zero mean and standard deviation $\sigma=50$ electrons, independent of the signal.

The camera is used for photon counting. A pixel is recorded as "one" if its signal, after subtraction of the bias level, exceeds $T=5\sigma$, and as "zero" otherwise. What fraction of the single electrons that enter the register is recorded?

Signal, noise and threshold are all measured in electrons at the register output. The fraction refers to electrons entering the register. The chance that a photon produces such an electron, the quantum efficiency, is a separate factor.

## A tempting solution

The threshold is $T=5\times50=250$ electrons. One input electron gives on average 1000 output electrons, with a noise of 50. The signal therefore lies

$$\frac{G-T}{\sigma}=\frac{1000-250}{50}=15$$

standard deviations above the threshold. A Gaussian variable practically never falls 15 standard deviations below its mean, so practically every electron is recorded. The same threshold lies five standard deviations above an empty pixel, so false counts are rare too, and the separation of "one" from "zero" seems almost perfect.

## Where it fails

The arithmetic is right, but the 50 electrons are the spread of the amplifier alone. The calculation assumes that every input electron delivers 1000 output electrons. In fact 1000 is the mean of a random number, and the spread of that number has been left out.

That spread is large because multiplication compounds chance. An electron that happens to multiply early has two descendants working through the rest of the register. One that multiplies late has few descendants at the end. Early luck is amplified by all later stages and is not averaged away. The distribution of the output has to be found before a threshold can be judged.

## The distribution of the output

Let $p$ be the probability that an electron frees one more in a given stage. It is taken to be the same for all stages and all electrons, and electrons are taken to multiply independently. Let $P_m(n)$ be the probability of $n$ electrons after $m$ stages, starting from one, and define the generating function

$$F_m(s)=\sum_n P_m(n)\,s^n,\qquad F_0(s)=s .$$

After the first stage there is one electron with probability $1-p$, or there are two with probability $p$. Each then passes independently through the remaining stages, and the generating function of a sum of independent numbers is the product of their generating functions. Hence

$$F_{m+1}=(1-p)F_m+pF_m^2,\qquad F_{m+1}-F_m=p\,(F_m^2-F_m).$$

The mean gain after $m$ stages is $G_m=(1+p)^m$, so $G_{m+1}-G_m=pG_m$. Dividing the two differences removes $p$:

$$\frac{F_{m+1}-F_m}{G_{m+1}-G_m}=\frac{F_m^2-F_m}{G_m}.$$

For small $p$ the steps are small and the left side becomes a derivative:

$$G\,\frac{dF}{dG}=F^2-F,\qquad F=s\ \text{ at }\ G=1 .$$

To solve this, separate the variables and use $\frac{1}{F(F-1)}=\frac{1}{F-1}-\frac1F$. For $0<s<1$ also $0<F<1$, and integration gives

$$\ln\frac{1-F}{F}=\ln G+\text{const}.$$

The condition at $G=1$ fixes the constant as $\ln[(1-s)/s]$. Therefore

$$\frac1F=1+\frac{G(1-s)}{s}=\frac{G-(G-1)s}{s},\qquad F=\frac{s}{G-(G-1)s}.$$

Dividing numerator and denominator by $G$ and expanding the geometric series,

$$F=\frac sG\sum_{j=0}^{\infty}\left(1-\frac1G\right)^{j}s^{j},\qquad P(n)=\frac1G\left(1-\frac1G\right)^{n-1},\quad n\ge1 .$$

This is a geometric law, and its most probable output is a single electron. The probability of more than $T$ electrons, for integer $T$, is again a geometric series:

$$P(n>T)=\frac1G\,\frac{(1-1/G)^{T}}{1-(1-1/G)}=\left(1-\frac1G\right)^{T}.$$

Since $\ln(1-1/G)=-1/G-1/(2G^2)-\dots$, this equals $e^{-T/G}$ up to a relative correction of about $T/(2G^2)$, here $1.25\times10^{-4}$. For large $G$ the output $x$ may thus be treated as continuous, with the exponential density

$$w(x)=\frac1G\,e^{-x/G},\qquad x\ge0 .$$

Its mean is $G$ and its mean square is $\int_0^\infty x^2w\,dx=2G^2$, so its variance is $2G^2-G^2=G^2$. The standard deviation caused by the gain is therefore 1000 electrons, twenty times the read noise. The density is moreover highest at $x=0$, so the threshold removes the range in which outputs are most densely packed.

## The right solution

Leave out, for the moment, the read noise added to the event itself. The recorded fraction is

$$R_0=\int_T^\infty\frac1G\,e^{-x/G}\,dx=e^{-T/G}=e^{-0.25}=0.7788 .$$

About 78 percent of the single electrons are recorded and 22 percent are lost. The loss is a property of the multiplication: with a noiseless amplifier and the same threshold of 250 electrons it would still be there.

The read noise can move an event across the threshold in either direction. Let $\Phi(u)$ be the probability that a standard Gaussian variable lies below $u$, let $Q(u)=1-\Phi(u)$, and let $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$. An event with output $x$ is recorded if the noise exceeds $T-x$, which has probability $Q((T-x)/\sigma)$. Averaging over the output,

$$R=\int_0^\infty\frac1G\,e^{-x/G}\,Q\!\left(\frac{T-x}{\sigma}\right)dx .$$

Integrate by parts, with $-e^{-x/G}$ as the integral of the first factor. The boundary term vanishes at infinity and gives $+Q(T/\sigma)$ at $x=0$. Because $Q'(u)=-\varphi(u)$ and the argument falls with $x$, the derivative of $Q((T-x)/\sigma)$ with respect to $x$ is $+\varphi((T-x)/\sigma)/\sigma$. So

$$R=Q\!\left(\frac T\sigma\right)+\int_0^\infty e^{-x/G}\,\frac1\sigma\,\varphi\!\left(\frac{x-T}{\sigma}\right)dx .$$

The exponent of the remaining integrand is a quadratic in $x$. With $\mu=T-\sigma^2/G$, completing the square gives

$$-\frac xG-\frac{(x-T)^2}{2\sigma^2}=-\frac{(x-\mu)^2}{2\sigma^2}-\frac{T^2-\mu^2}{2\sigma^2},\qquad \frac{T^2-\mu^2}{2\sigma^2}=\frac TG-\frac{\sigma^2}{2G^2}.$$

What is left is a Gaussian of mean $\mu$ integrated over positive $x$, which equals $\Phi(\mu/\sigma)$. The result is

$$R=Q\!\left(\frac T\sigma\right)+\exp\!\left(-\frac TG+\frac{\sigma^2}{2G^2}\right)\Phi\!\left(\frac T\sigma-\frac\sigma G\right).$$

Here $\sigma/G=0.05$. The first term is $Q(5)=2.87\times10^{-7}$, and $\Phi(4.95)$ differs from one by a similarly negligible amount. The change comes from $\sigma^2/(2G^2)=0.00125$, which raises 77.88 percent by about 0.10 percentage points, to 77.98 percent. Direct numerical integration of the average over $x$ also gives 77.98 percent.

The read noise raises the fraction because the density falls with $x$. There are more events just below the threshold than just above it, so more are lifted over it than are pushed under it.

## Two limits

If $\sigma\ll G$ and the threshold is set at $T=k\sigma$, with $k$ large enough for $Q(k)$ to be negligible, then

$$R\simeq e^{-k\sigma/G}.$$

The ratio $\sigma/G$ is the read noise referred to the input, here 0.05 electrons. A small loss is approximately $k\sigma/G$. It thus falls only in inverse proportion to the gain, and not with the steepness of a Gaussian tail, which is what the tempting solution implied.

In the opposite case, when the mean output is no larger than the noise, the correction is no longer small. For $G=\sigma=50$ and the same $T=250$, the exponent is $-5+\tfrac12$, and the formula gives 1.11 percent. The noise factor $e^{1/2}$ is then an increase of more than half over $e^{-5}$. For the exponential density, read noise thus raises the recorded fraction from 0.67 to 1.11 percent. At so low a gain the continuous law is itself only approximate, since $T/(2G^2)=0.05$: the geometric law gives 0.64 and 1.08 percent, and a register of 600 stages with $G=50$ gives 0.62 and 1.05 percent.

## Lost events and lost charge

The fraction of events must not be read off from the mean signal. The share of the total output charge carried by events above the threshold is, without read noise,

$$\frac1G\int_T^\infty x\,\frac{e^{-x/G}}{G}\,dx=\left(1+\frac TG\right)e^{-T/G}=1.25\times0.7788=0.9735 .$$

The integral follows by parts: the boundary term gives $Te^{-T/G}$ and the remaining integral gives $Ge^{-T/G}$. The threshold thus rejects 22.12 percent of the events but only 2.65 percent of the charge, since the rejected events are the small ones. A test that compares average signal with and without the threshold would greatly understate the counting loss.

## What the threshold buys

An empty pixel exceeds the threshold through read noise with probability $Q(5)$, which amounts to 0.287 false counts per million pixels in each frame. This is the purpose of the five-sigma choice. It says nothing about the efficiency for real electrons, which depends on $T/G$.

Read noise is not the only source of false counts. Clocking the sensor can create spurious electrons. Those created before the register are amplified like signal and pass the threshold with the same probability. For an assumed $2\times10^{-3}$ electrons per pixel per frame, the false counts are $0.7798\times2\times10^{-3}=1.56\times10^{-3}$ per pixel.

A spurious electron created inside the register sees only the gain $g$ of the stages still ahead, and passes with probability about $e^{-T/g}$. Let $c$ be the mean number created per stage and $N$ the number of stages. Equal stages are spaced evenly in $\ln g$, so there are $N\,d(\ln g)/\ln G$ of them in an interval $d(\ln g)$. The expected number above threshold, without read noise, is

$$\frac{cN}{\ln G}\int_1^G e^{-T/g}\,\frac{dg}{g}=\frac{cN}{\ln G}\int_{T/G}^{T}\frac{e^{-u}}{u}\,du=\frac{cN}{\ln G}\left[E_1\!\left(\frac TG\right)-E_1(T)\right],$$

where $u=T/g$ and $E_1(z)=\int_z^\infty e^{-u}\,du/u$. The exponential law is poor for $g$ near one, but such electrons contribute next to nothing here because $T\gg1$. With $N=600$ and $c=10^{-5}$, the register creates $6\times10^{-3}$ electrons per pixel per frame, of which 15 percent pass. That makes $9.07\times10^{-4}$ false counts per pixel. A sum over the stages with the output distribution of the discrete register gives $9.05\times10^{-4}$ if the electrons have 0 to 599 stages still ahead, and $9.13\times10^{-4}$ if they have 1 to 600, so the integral agrees with it to about 1 percent. Read noise, left out of both figures, raises the count by about 2 percent.

For these parameters spurious charge causes thousands of times more false counts than read noise does. The threshold rejects most of the electrons born in the register. It cannot tell electrons born before the register from signal, because both have the same output distribution, and it rejects only the same 22 percent of them.

## How far the assumptions carry

In each comparison below, $T=250$ electrons is held fixed and one assumption is changed at a time.

**Finite number of stages.** With 600 stages, a gain of 1000 requires $p=1000^{1/600}-1=1.158$ percent. The recursion for $F_m$ can be iterated without the small-$p$ step and inverted numerically for the probabilities $P_m(n)$. Without read noise the recorded fraction is then 78.28 percent, which is 0.406 percentage points above the 77.87 percent of the geometric law. With 2400 stages at the same total gain, the difference is 0.101 points. It falls by a factor of four as $p$ does, as expected for a correction of first order in $p$. With read noise, the 600-stage register gives 78.41 percent. Its output distribution also differs slightly in shape from the geometric law: the standard deviation is 988 electrons, and the most probable output is not one electron but a shallow maximum at 13.

**Gain drift.** The gain depends on temperature and on the clock voltage. From $R_0=e^{-T/G}$,

$$\frac{dR_0}{R_0}=\frac TG\,\frac{dG}{G},$$

so a gain change of 10 percent changes the fraction by about 2.5 percent of its value. The full formula gives 75.86 percent at $G=900$ and 79.75 percent at $G=1100$. The drop is larger than the rise because $d^2R_0/dG^2=(T/G^3)(T/G-2)R_0$ is negative for $T/G<2$.

**Several electrons in one pixel.** A pixel gives at most one count, however many electrons it holds. The summed output of two electrons has the density

$$\int_0^x\frac{e^{-y/G}}{G}\,\frac{e^{-(x-y)/G}}{G}\,dy=\frac{x\,e^{-x/G}}{G^2},$$

and its probability of exceeding $T$ is the integral evaluated above for the charge, $S_2=0.9735$. Let $S_k$ be the same probability for $k$ electrons, with $S_1=R_0$. If the number of electrons per pixel follows a Poisson law of mean $\lambda$, the count probability is

$$P_{\rm count}=e^{-\lambda}\left(\lambda S_1+\frac{\lambda^2}{2}S_2+\dots\right).$$

For $\lambda=0.1$ the two terms shown give $0.9048\times(0.07788+0.00487)=0.0749$, and the full sum is 0.07503. A random simulation with the same $\lambda$ and $T/G$ gave 0.07494. Per arriving electron this is 75.03 percent, compared with 77.88 percent for isolated electrons. At $T/G=0.25$ the loss from coincidence is larger than the gain from pairs that pass the threshold together. To first order in $\lambda$ the change per electron is $\lambda(S_2/2-S_1)=\lambda e^{-T/G}(T/G-1)/2$, which changes sign at $T/G=1$.

**Deferred charge.** Suppose that a fixed fraction of 5 percent of each output packet trails into the next pixel. The event's own pixel then has an effective mean gain of 950, and 76.97 percent are recorded there. The next pixel, if otherwise empty, has an effective mean gain of 50. This is the exponential low-gain case treated above, and it adds a false count for 1.11 percent of the electrons. The figure comes from the far tail of the output, near $5G$, and the 600-stage register gives 1.06 percent.

## Beside a real camera

A gain near 1000, a read noise of some tens of electrons and a register of several hundred stages are roughly typical of cooled silicon EMCCDs used for photon counting. The other inputs are round assumptions, not data of a particular sensor. The total spurious charge, $8\times10^{-3}$ electrons per pixel per frame, is on the high side for a well-adjusted camera. The dark rate is set at $10^{-3}$ electrons per pixel per second for a sensor at 188 K. In a frame of 0.03 s it gives $3\times10^{-5}$ electrons and $2.3\times10^{-5}$ false counts per pixel, small beside the spurious charge. Real devices depart from the ideal of one isolated electron, a steady gain and complete charge transfer. For the values assumed here, coincidence costs about 3 percentage points, a 10 percent gain drift shifts the fraction by about 2 points, and deferred charge costs about 1 point in the event's own pixel. The finite register adds about 0.4 points. "About 78 percent" is therefore as precise as the model deserves, and it holds for sparse light, a gain that is known and stable, and nearly complete charge transfer. The values behind these figures are listed in the numerical output.

## Calculated quantities

```
Mean gain G: 1000
Output read noise sigma: 50 electrons
Threshold T = 5 sigma: 250 electrons
T/G: 0.250
sigma/G (input-referred noise): 0.050 electrons
Retained, exp(-T/G): 77.88 %
Lost below threshold: 22.12 %
Retained with read noise: 77.98 %
Retained with read noise, quadrature: 77.98 %
Noise false-count probability Q(5): 2.867e-07 per pixel
Noise false counts per million pixels: 0.287
Retained, geometric law: 77.87 %
Register stages: 600
Multiplication probability per stage: 1.158 %
Retained, exact register, no noise: 78.28 %
Retained, exact register, with noise: 78.41 %
Register minus geometric, 600 stages: 0.406 percentage points
Register minus geometric, 2400 stages: 0.101 percentage points
Retained with noise at gain 900, same T: 75.86 %
Retained with noise at gain 1100, same T: 79.75 %
Signal level lambda: 0.10 electrons/pixel/frame
Two-electron survival S_2: 97.35 %
Count probability per pixel: 0.07503
Simulated count probability per pixel: 0.07494
Counts per electron with coincidence: 75.03 %
Spurious charge before register: 2.00e-03 electrons/pixel/frame
False counts from it: 1.560e-03 per pixel per frame
Spurious charge per stage c: 1.0e-05 electrons/pixel
Spurious charge made in register: 6.00e-03 electrons/pixel/frame
False counts from it, E1 formula: 9.071e-04 per pixel per frame
False counts from it, stage sum: 9.051e-04 per pixel per frame
Fraction of register charge above T, E1 formula: 15.12 %
Sensor temperature: 188 K
Frame time: 0.03 s
Dark rate: 1.0e-03 electrons/pixel/s
Dark charge: 3.0e-05 electrons/pixel/frame
False counts from dark charge: 2.339e-05 per pixel per frame
Deferred fraction a: 5 %
Retained in own pixel with deferral: 76.97 %
False count in next pixel per electron: 1.11 %
```
